# Quadratic Stark shift of an exciton by the Dalgarno–Lewis method: a program that tests the result

```python
"""Quadratic Stark shift of a Wannier exciton in a weak uniform field.

Result under test: Delta E = -alpha F^2 / 2 with alpha = 9/2 (3D) and
alpha = 21/128 (2D, field in the plane), in excitonic atomic units.
Relative motion: H = -Laplacian/2 - 1/r + F x, in d dimensions.
Ground state: psi0 ~ exp(-kappa r), kappa = 2/(d-1), E0 = -kappa^2/2.
First-order state: psi1 = -x (c1 + c2 r) psi0, multiplied by F.
"""
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import dblquad, quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre


def first_order_residual(d, c1, c2):
    """Largest |(H0-E0) psi1 + x psi0| / psi0 at sample points."""
    mp.mp.dps = 40
    coords = sp.symbols("x y z", real=True)[:d]
    r = sp.sqrt(sum(q**2 for q in coords))
    kappa = sp.Rational(2, d - 1)
    psi0 = sp.exp(-kappa * r)
    psi1 = -coords[0] * (c1 + c2 * r) * psi0
    laplacian = sum(sp.diff(psi1, q, 2) for q in coords)
    residual = (-laplacian / 2 - psi1 / r + kappa**2 / 2 * psi1
                + coords[0] * psi0) / psi0
    function = sp.lambdify(coords, residual, "mpmath")
    points = [(0.3, 0.7, -0.4), (-1.1, 0.2, 0.9), (2.3, -1.7, 0.6)]
    return max(abs(function(*[mp.mpf(q) for q in p[:d]])) for p in points)


def field_average(d, kappa, g):
    """Ground-state average of x^2 g(r) by quadrature over r and angle."""
    rmax = 25 / kappa
    top = pi if d == 3 else 2 * pi

    def measure(r, angle):
        angular = np.sin(angle) if d == 3 else 1.0
        return r**(d - 1) * angular * np.exp(-2 * kappa * r)

    norm = dblquad(measure, 0, top, 0, rmax, epsabs=1e-12)[0]
    value = dblquad(lambda r, t: measure(r, t) * (r * np.cos(t))**2 * g(r),
                    0, top, 0, rmax, epsabs=1e-12)[0]
    return value / norm


def radial_moment(d, kappa, power):
    def density(r):
        return r**(d - 1) * np.exp(-2 * kappa * r)
    rmax = 25 / kappa
    return (quad(lambda r: r**power * density(r), 0, rmax)[0]
            / quad(density, 0, rmax)[0])


def build_matrices(d, kappa, size=14, lmax=3):
    """H0 and x in an orthonormal Laguerre basis, exponent 0.8 kappa."""
    lam = 0.8 * kappa
    nodes, weights = np.polynomial.laguerre.laggauss(48)
    r = nodes / (2 * lam)
    measure = weights / (2 * lam) * r**(d - 1)
    total = size * (lmax + 1)
    h0, xmat = np.zeros((total, total)), np.zeros((total, total))
    radial = []
    for l in range(lmax + 1):
        order = 2 * l + d - 1
        values, slopes = [], []
        for k in range(size):
            lag = eval_genlaguerre(k, order, nodes)
            dlag = (-eval_genlaguerre(k - 1, order + 1, nodes)
                    if k > 0 else np.zeros_like(nodes))
            value = r**l * lag
            slope = l * value / r - lam * value + 2 * lam * r**l * dlag
            norm = sqrt(np.sum(measure * value**2))
            values.append(value / norm)
            slopes.append(slope / norm)
        values, slopes = np.array(values), np.array(slopes)
        radial.append(values)
        potential = l * (l + d - 2) / (2 * r**2) - 1 / r
        block = slice(l * size, (l + 1) * size)
        h0[block, block] = (0.5 * (slopes * measure) @ slopes.T
                            + (values * measure * potential) @ values.T)
    for l in range(lmax):
        if d == 3:
            angular = (l + 1) / sqrt((2 * l + 1) * (2 * l + 3))
        else:
            angular = 1 / sqrt(2) if l == 0 else 0.5
        low = slice(l * size, (l + 1) * size)
        high = slice((l + 1) * size, (l + 2) * size)
        coupling = angular * (radial[l] * measure * r) @ radial[l + 1].T
        xmat[low, high] = coupling
        xmat[high, low] = coupling.T
    return h0, xmat, size


def ground_in_field(h0, xmat, field):
    """Shift and mean x of the state that evolves from the ground state."""
    e0, v0 = eigh(h0)
    energy, vectors = eigh(h0 + field * xmat)
    index = np.argmax(np.abs(v0[:, 0] @ vectors))
    state = vectors[:, index]
    return energy[index] - e0[0], state @ xmat @ state


def discrete_terms(d, kappa, nmax=60):
    """Contribution of each bound p-type level n = 2..nmax to alpha."""
    x, w = np.polynomial.laguerre.laggauss(70)
    ground_norm = factorial(d - 1) / (2 * kappa)**d
    terms = []
    for n in range(2, nmax + 1):
        kn = 1 / (n + (d - 3) / 2)
        r = x / (2 * kn)
        norm = np.sum(w * r**(d + 1)
                      * eval_genlaguerre(n - 2, d, x)**2) / (2 * kn)
        s = kn + kappa
        r = x / s
        overlap = np.sum(w * r**(d + 1)
                         * eval_genlaguerre(n - 2, d, 2 * kn * r)) / s
        strength = overlap**2 / (norm * ground_norm * d)
        terms.append(2 * strength / ((kappa**2 - kn**2) / 2))
    return np.array(terms)


# Model parameters of the worked example
mass_ratio, epsilon, field_kv_cm = 0.1, 10.0, 0.5
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]
length_x = epsilon / mass_ratio * bohr
energy_x = mass_ratio / epsilon**2 * hartree_ev
field_x = energy_x / length_x
field_si = field_kv_cm * 1e5
f = field_si / field_x
print(f"reduced mass = {mass_ratio} m_e, dielectric constant = {epsilon}")
print(f"length unit a_X = {length_x * 1e9:.4f} nm")
print(f"energy unit E_X = {energy_x * 1e3:.4f} meV")
print(f"field unit F_X = {field_x / 1e5:.3f} kV/cm")
print(f"applied field = {field_kv_cm} kV/cm = {f:.6f} F_X")

targets = {3: sp.Rational(9, 2), 2: sp.Rational(21, 128)}
alphas = {}
for d in (3, 2):
    kq = sp.Rational(2, d - 1)
    c1q, c2q = (d + 1) / (4 * kq**2), 1 / (2 * kq)
    kappa, c1, c2 = float(kq), float(c1q), float(c2q)
    target = float(targets[d])

    # The first-order equation, in Cartesian coordinates
    assert first_order_residual(d, c1q, c2q) < 1e-25

    # Moments and second-order energy by quadrature
    moments = {p: radial_moment(d, kappa, p) for p in (2, 3)}
    for p, value in moments.items():
        formula = factorial(d + p - 1) / factorial(d - 1) / (2 * kappa)**p
        assert abs(value / formula - 1) < 1e-7
    alpha = 2 * field_average(d, kappa, lambda r: c1 + c2 * r)
    assert abs(alpha / target - 1) < 1e-7
    x_squared = field_average(d, kappa, lambda r: 1.0)
    assert abs(x_squared / (moments[2] / d) - 1) < 1e-7
    alphas[d] = alpha

    # Full Hamiltonian at finite field; extrapolation removes F^4 term
    h0, xmat, size = build_matrices(d, kappa)
    e0 = eigh(h0, eigvals_only=True)[0]
    assert abs(e0 + kappa**2 / 2) < 1e-9
    k2 = 1 / (2 + (d - 3) / 2)
    ep = eigh(h0[size:2 * size, size:2 * size], eigvals_only=True)[0]
    assert abs(ep + k2**2 / 2) < 1e-5
    step = 0.002 * kappa**3
    s1 = -2 * ground_in_field(h0, xmat, step)[0] / step**2
    s2 = -2 * ground_in_field(h0, xmat, 2 * step)[0] / (2 * step)**2
    alpha_direct = (4 * s1 - s2) / 3
    assert abs(alpha_direct / target - 1) < 1e-5

    # Relative departure from the quadratic law grows as F^2
    big = 0.01 * kappa**3
    excess = [-2 * ground_in_field(h0, xmat, q)[0] / q**2 / target - 1
              for q in (big, big / 2)]
    assert excess[1] > 0 and abs(excess[0] / excess[1] - 4) < 0.1

    # Bounds and the share of the discrete spectrum
    terms = discrete_terms(d, kappa)
    bound_sum = terms.sum()
    tail = terms[-1] * 60 / 2
    upper = 2 * x_squared / (ep - e0)
    assert terms[0] < target < upper
    assert target - bound_sum > 10 * tail

    # Worked example
    shift = -alpha * f**2 / 2
    shift_direct, mean_x = ground_in_field(h0, xmat, f)
    assert abs(shift_direct / shift - 1) < 0.005
    assert abs(mean_x / (-alpha * f) - 1) < 0.01
    shift_si = (-0.5 * alpha * 4 * pi * const.epsilon_0 * epsilon
                * length_x**3 * field_si**2 / const.e)
    assert abs(shift_si / (shift * energy_x) - 1) < 1e-7
    barrier = -minimize_scalar(lambda r: 1 / r + f * r,
                               bounds=(0.1, 100), method="bounded").fun
    assert abs(barrier + 2 * sqrt(f)) < 1e-7 and barrier > e0

    print(f"--- {d}D: kappa = {kappa:.1f}, E0 = {e0:.6f} E_X"
          f" = {e0 * energy_x * 1e3:.3f} meV")
    print(f"c1 = {c1q} = {c1:.4f}, c2 = {c2q} = {c2:.4f} (exc. a.u.)")
    print(f"<r^2> = {moments[2]:.6f} a_X^2, <r^3> = {moments[3]:.6f} a_X^3")
    print(f"<x^2> = {x_squared:.6f} a_X^2")
    print(f"alpha, Dalgarno-Lewis = {alpha:.7f} exc. a.u.")
    print(f"alpha, finite-field diagonalization = {alpha_direct:.7f}"
          " exc. a.u.")
    print(f"lower bound (n=2 only) = {terms[0]:.5f} exc. a.u.")
    print(f"upper bound (closure) = {upper:.5f} exc. a.u.")
    print(f"bound levels n=2..60: {bound_sum:.4f} exc. a.u.,"
          f" share {100 * bound_sum / alpha:.1f} percent")
    print(f"estimated sum over n > 60 = {tail:.1e} exc. a.u.")
    print(f"departure from quadratic law at F = {big:.3f} F_X:"
          f" {100 * excess[0]:.4f} percent")
    print(f"same at half that field: {100 * excess[1]:.4f} percent")
    print(f"quadratic shift = {shift:.5e} E_X"
          f" = {shift * energy_x * 1e6:.4f} micro-eV")
    print(f"diagonalized shift = {shift_direct * energy_x * 1e6:.4f}"
          f" micro-eV, ratio to quadratic {shift_direct / shift:.6f}")
    print(f"mean separation: -alpha F = {-alpha * f:.6f} a_X"
          f" = {-alpha * f * length_x * 1e9:.5f} nm")
    print(f"mean separation, diagonalized = {mean_x:.6f} a_X")
    print(f"barrier top = {barrier:.4f} E_X, above E0 by"
          f" {barrier - e0:.4f} E_X")

ratio = alphas[3] / alphas[2]
assert abs(ratio - 192 / 7) < 1e-5
print(f"--- alpha(3D) / alpha(2D) = {ratio:.4f}")
print(f"ratio divided by 16 = {ratio / 16:.5f}")
print("done: every assertion held")
```

Printed output:

```
reduced mass = 0.1 m_e, dielectric constant = 10.0
length unit a_X = 5.2918 nm
energy unit E_X = 27.2114 meV
field unit F_X = 51.422 kV/cm
applied field = 0.5 kV/cm = 0.009723 F_X
--- 3D: kappa = 1.0, E0 = -0.500000 E_X = -13.606 meV
c1 = 1 = 1.0000, c2 = 1/2 = 0.5000 (exc. a.u.)
<r^2> = 3.000000 a_X^2, <r^3> = 7.500000 a_X^3
<x^2> = 1.000000 a_X^2
alpha, Dalgarno-Lewis = 4.5000000 exc. a.u.
alpha, finite-field diagonalization = 4.4999994 exc. a.u.
lower bound (n=2 only) = 2.95962 exc. a.u.
upper bound (closure) = 5.33333 exc. a.u.
bound levels n=2..60: 3.6624 exc. a.u., share 81.4 percent
estimated sum over n > 60 = 8.7e-04 exc. a.u.
departure from quadratic law at F = 0.010 F_X: 0.2491 percent
same at half that field: 0.0619 percent
quadratic shift = -2.12727e-04 E_X = -5.7886 micro-eV
diagonalized shift = -5.8022 micro-eV, ratio to quadratic 1.002354
mean separation: -alpha F = -0.043756 a_X = -0.23154 nm
mean separation, diagonalized = -0.043962 a_X
barrier top = -0.1972 E_X, above E0 by 0.3028 E_X
--- 2D: kappa = 2.0, E0 = -2.000000 E_X = -54.423 meV
c1 = 3/16 = 0.1875, c2 = 1/4 = 0.2500 (exc. a.u.)
<r^2> = 0.375000 a_X^2, <r^3> = 0.375000 a_X^3
<x^2> = 0.187500 a_X^2
alpha, Dalgarno-Lewis = 0.1640625 exc. a.u.
alpha, finite-field diagonalization = 0.1640625 exc. a.u.
lower bound (n=2 only) = 0.06674 exc. a.u.
upper bound (closure) = 0.21094 exc. a.u.
bound levels n=2..60: 0.0848 exc. a.u., share 51.7 percent
estimated sum over n > 60 = 1.9e-05 exc. a.u.
departure from quadratic law at F = 0.080 F_X: 0.1719 percent
same at half that field: 0.0428 percent
quadratic shift = -7.75569e-06 E_X = -0.2110 micro-eV
diagonalized shift = -0.2110 micro-eV, ratio to quadratic 1.000025
mean separation: -alpha F = -0.001595 a_X = -0.00844 nm
mean separation, diagonalized = -0.001595 a_X
barrier top = -0.1972 E_X, above E0 by 1.8028 E_X
--- alpha(3D) / alpha(2D) = 27.4286
ratio divided by 16 = 1.71429
done: every assertion held
```
